# Why Nuclear Stopping Stays Finite When the Collision Cross Section Diverges

**Question.** An ion moving through a solid loses energy to the atoms it passes. If the repulsion between ion and atom has no sharp outer edge, classical mechanics gives some deflection at every impact parameter, however large. The total collision cross section is then infinite, and so is the expected number of collisions in any layer. How can the energy lost in that layer be finite, and what does the answer say about its fluctuations?

**Answer.**

## Many collisions, each worth little

The total cross section counts collisions. Stopping adds up energies. A distant encounter counts as one collision, just as a head-on encounter does, but it contributes little energy. Moving outward from the atom, the available area grows while the recoil energy shrinks. Stopping is finite if the recoil shrinks fast enough to beat the growth of area, and this depends on how steeply the force falls.

To make this quantitative, take an ion of mass $M_1$, charge number $Z_1$ and energy $E$, and a target atom of mass $M_2$ and charge number $Z_2$, initially at rest. The collision is classical, elastic and non-relativistic, with repulsion

$$V(r)=\frac{K}{r^s},\qquad s\ge 1 .$$

Let $p$ be the impact parameter, $v$ the ion speed, $\mu=M_1M_2/(M_1+M_2)$ the reduced mass, and $\theta$ the deflection in the centre-of-mass frame.

In that frame the target atom moves with speed $u=M_1v/(M_1+M_2)$ both before and after the collision, and its velocity turns through $\theta$. The change of its velocity is the base of an isosceles triangle, $2u\sin(\theta/2)$. In the laboratory the atom started at rest, so this is its final speed, and the recoil energy is

$$T=\tfrac12M_2\,4u^2\sin^2\frac{\theta}{2}=T_m\sin^2\frac{\theta}{2},\qquad T_m=\frac{4M_1M_2}{(M_1+M_2)^2}E .$$

The largest recoil $T_m$ belongs to a head-on collision. The centre-of-mass energy is $E_c=\tfrac12\mu v^2=M_2E/(M_1+M_2)$.

## How fast the recoil falls with distance

A distant collision hardly bends the path, so the impulse may be computed along a straight line, $r^2=p^2+z^2$ with $z=vt$. The force is $sK/r^{s+1}$ and its transverse fraction is $p/r$. The transverse momentum transfer is therefore

$$q=\frac1v\int_{-\infty}^{\infty}\frac{sKp}{(p^2+z^2)^{(s+2)/2}}\,dz .$$

Put $z=p\tan\alpha$, so that $dz=p\,d\alpha/\cos^2\alpha$ and $p^2+z^2=p^2/\cos^2\alpha$:

$$q=\frac{sK}{vp^s}\int_{-\pi/2}^{\pi/2}\cos^s\alpha\,d\alpha
=\frac{sK}{vp^s}\,\frac{\sqrt\pi\,\Gamma(\frac{s+1}{2})}{\Gamma(\frac s2+1)} .$$

Since $\Gamma(\frac s2+1)=\frac s2\Gamma(\frac s2)$, the factor $s$ cancels and leaves a 2:

$$q=\frac{2gK}{vp^s},\qquad g=\frac{\sqrt\pi\,\Gamma(\frac{s+1}{2})}{\Gamma(\frac s2)} .$$

The small deflection is $\theta\approx q/(\mu v)$. With $\mu v^2=2E_c$ this becomes

$$\theta\approx\frac{gK}{E_cp^s},\qquad
T\approx\frac{T_m\theta^2}{4}=T_m\left(\frac{gK}{2E_c}\right)^2p^{-2s}.$$

The recoil falls as $p^{-2s}$, twice as steeply as the potential, because it is quadratic in the impulse.

## The power cross section

Recoils larger than $T$ come from impact parameters smaller than $p(T)$. Solving the last relation for $p^2$ gives the area

$$\sigma(>T)=\pi p^2=A\left(\frac{T}{T_m}\right)^{-m},\quad m=\frac1s,\quad A=\pi\left(\frac{gK}{2E_c}\right)^{2m}.$$

The differential cross section is minus the derivative of this area:

$$d\sigma=mA\,T_m^{\,m}\,T^{-1-m}\,dT,\qquad 0<T<T_m .$$

This is derived for $T\ll T_m$. Using it up to $T_m$ is a model, the power cross section. The hard end affects the values of the moments but not their convergence at small $T$.

## Three moments, one condition

Define $M_n=\int T^n d\sigma$, and first keep only recoils above a cutoff $T_c$. For $n\ne m$,

$$M_n(T_c)=mA\,T_m^{\,m}\int_{T_c}^{T_m}T^{n-m-1}dT
=\frac{mA\,T_m^{\,m}}{n-m}\left(T_m^{\,n-m}-T_c^{\,n-m}\right).$$

As $T_c\to0$, the last term vanishes if $n>m$ and diverges if $n<m$. For $0<m<1$:

$$M_0(T_c)=A\left[\left(\frac{T_m}{T_c}\right)^m-1\right]\to\infty,$$

$$M_1=\frac{m}{1-m}AT_m,\qquad M_2=\frac{m}{2-m}AT_m^2 .$$

The zeroth moment is the collision cross section, the first is the stopping cross section, and the second governs the energy-loss fluctuations, called straggling. Each extra power of $T$ suppresses the soft end further. For $n>m$, the share of $M_n$ lost by ignoring recoils below $T_c$ is

$$\left(\frac{T_c}{T_m}\right)^{n-m}.$$

The boundary case is $m=1$, the unscreened Coulomb force. There the integrand of $M_1$ is $1/T$, and $M_1(T_c)=AT_m\ln(T_m/T_c)$ diverges. Straggling remains finite, $M_2=AT_m^2$. Finite stopping is thus a property of sufficiently steep forces, not of classical collisions in general.

The same condition can be read in space. Divide the plane of impact parameters into rings, each with twice the inner and outer radius of the one inside it. From one distant ring to the next, the area grows by $2^2$ and the weight $T^n$ changes by $2^{-2sn}$, so the contribution to $M_n$ changes by

$$2^{\,2-2sn}.$$

The sum over distant rings is a geometric series, which converges if $sn>1$, that is, $n>m$. For distant rings, full classical orbits, without the straight-line approximation, give ratios of 4.000, 0.250 and 0.0157 for $n=0,1,2$ when $s=2$ and the inner ring starts at a deflection of 0.003 rad; farther out the last ratio settles to $2^{-6}=0.0156$. For $s=1$ they give 4.000, 1.000 and 0.250: each distant Coulomb ring contributes as much stopping as the one before, hence the logarithm.

## From moments to energy-loss statistics

Consider a layer of thickness $x$ and atomic density $N$, with random atomic positions, thin enough for $E$ to be treated as constant. The number of recoils in an interval $dT$ is a Poisson variable with mean $Nx\,d\sigma$ and equal variance. Each such recoil costs $T$, so the interval adds $NxT\,d\sigma$ to the mean loss and $NxT^2d\sigma$ to its variance. Summing over independent intervals,

$$\langle\Delta\rangle=NxM_1,\qquad \mathrm{Var}(\Delta)=NxM_2 .$$

Infinitely many collisions cause no difficulty for the loss $\Delta$ itself. For one interval, the Poisson average of $e^{-k\Delta}$ is $\exp[-Nx(1-e^{-kT})d\sigma]$. Multiplying all intervals gives

$$\langle e^{-k\Delta}\rangle=\exp\left[-Nx\int(1-e^{-kT})\,d\sigma\right].$$

Because $1-e^{-kT}\le kT$, the exponent is at most $kNxM_1$ in magnitude. It is finite and vanishes as $k\to0$, so no probability escapes to infinite loss.

For $m=\tfrac12$ the typical loss can also be found. Temporarily let the power law run to infinite $T$. Integration by parts, with vanishing end terms, gives

$$\int_0^\infty(1-e^{-kT})T^{-3/2}dT=2k\int_0^\infty T^{-1/2}e^{-kT}dT=2\sqrt{\pi k}.$$

With $\nu=NxA$ and the prefactor $\tfrac12\nu\sqrt{T_m}$, the average is $\exp(-\nu\sqrt{\pi T_mk})=\exp(-\sqrt{2ck})$, where

$$c=\frac{\pi}{2}\nu^2T_m .$$

This is the transform of the Lévy density $\sqrt{c/2\pi}\,y^{-3/2}e^{-c/2y}$. To see it, set $y=1/w^2$; the transform becomes

$$2\sqrt{\frac{c}{2\pi}}\int_0^\infty e^{-cw^2/2-k/w^2}dw .$$

Write the exponent as $-h^2-\sqrt{2ck}$ with $h=w\sqrt{c/2}-\sqrt k/w$. The substitution $w\to\sqrt{2k/c}/w$ reverses the sign of $h$ and shows that $\int e^{-h^2}dw$ is half of $\sqrt{2/c}\int_{-\infty}^{\infty}e^{-h^2}dh$, or $\tfrac12\sqrt{2\pi/c}$. The prefactors cancel, leaving $e^{-\sqrt{2ck}}$. In the same variable, the probability of a loss below $y$ is a Gaussian tail, $\mathrm{erfc}\sqrt{c/2y}$.

The extended law contains forbidden recoils above $T_m$, on average $\nu$ of them. For $y<T_m$, a loss below $y$ requires that none occurs, which has probability $e^{-\nu}$. The extended probability is therefore $e^{-\nu}$ times the true one, and the true median satisfies

$$\mathrm{erfc}\sqrt{\frac{c}{2y}}=\tfrac12e^{-\nu}.$$

## Screening and diffraction

Atomic electrons screen the nuclei, so the repulsion between neutral atoms falls faster than a power at large distance. Attraction between the atoms, including chemical bonding, is left out here. If the outer potential decays as $e^{-r/\ell}$, apart from powers of $r$, then the impulse decays as $e^{-p/\ell}$ and the recoil as $e^{-2p/\ell}$. Inverting, to leading logarithmic order,

$$p\approx\frac{\ell}{2}\ln\frac1T,\qquad \sigma(>T)\approx\frac{\pi\ell^2}{4}\ln^2\frac1T,$$

with $T$ measured in a fixed energy unit. The classical count still diverges, though more slowly than any inverse power of $T$. Stopping converges, since $T\,d\sigma$ is then proportional to $\ln(1/T)\,dT$.

Quantum mechanics changes the count more deeply. For small angles, a path at impact parameter $p$ acquires the eikonal phase $\chi=-(1/\hbar v)\int V\,dz$. The scattered part of the wave is $e^{i\chi}-1$, so the total cross section is

$$\sigma_q=\int|e^{i\chi}-1|^2d^2p=2\int(1-\cos\chi)\,d^2p .$$

For the power potential, $\chi\propto p^{1-s}$ when $s>1$. At large $p$ the integrand is $\chi^2$, and $\int p^{3-2s}dp$ converges if $s>2$. At $s=2$ it diverges logarithmically. A sufficiently weak encounter mostly leaves the wave unscattered, whereas a classical particle is always deflected a little.

Why does this not alter the stopping from distant encounters? The momentum amplitude is the Fourier transform of $e^{i\chi}-1$, and multiplying it by $q/\hbar$ corresponds to taking a gradient. Hence

$$\int q^2\,d\sigma_q=\hbar^2\int|\nabla e^{i\chi}|^2d^2p=\int|\hbar\nabla\chi|^2d^2p .$$

But $\hbar\nabla\chi=-(1/v)\nabla\int V\,dz$ is the classical impulse. Since $T=q^2/2M_2$, the small-angle $M_1$, summed over all transfers, is the same in both descriptions if the phase is smooth enough for these integrals to be finite. For the repulsions used here they diverge at small $p$, where deflections are large and the small-angle approximation fails. The identity is therefore useful for distant encounters, with the centre of the phase smoothed out; it does not cover the close collisions that supply much of the stopping. Even for a smooth phase, the part of $M_1$ below a given recoil need not agree. Where the quantum count is finite, a finite number of transfers carries the energy that classical mechanics spreads over infinitely many.

## Arsenic in silicon

Take arsenic at 50 keV entering amorphous silicon, with $M_1=74.92$ u, $M_2=28.09$ u, $Z_1=33$, $Z_2=14$ and a rounded density $N=50\ \mathrm{nm^{-3}}$. The kinematic formulas give $E_c=13.635$ keV and $T_m=39.67$ keV.

The interaction is the Ziegler–Biersack–Littmark (ZBL) universal potential, an average fit for atom pairs:

$$V=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0r}\,\phi\!\left(\frac ra\right),\qquad a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},$$

$$\phi(t)=0.1818e^{-3.2t}+0.5099e^{-0.9423t}+0.2802e^{-0.4029t}+0.02817e^{-0.2016t}.$$

Here $a_0$ is the Bohr radius and $a=0.0115$ nm. To obtain a power law without fitting the stopping, let $K/r^2$ touch this potential from above, so that $K$ is the maximum of $r^2V$. This gives $K=3.450\ \mathrm{eV\,nm^2}$ at $r=0.0188$ nm. With $s=2$, $m=\tfrac12$ and $g=\pi/2$,

$$A=\frac{\pi^2K}{4E_c}=\frac{\pi^2(3.450)}{4(13635)}=6.24\times10^{-4}\ \mathrm{nm^2},$$

$$M_1=AT_m=24.8\ \mathrm{eV\,nm^2},\qquad M_2=\tfrac13AT_m^2=3.27\times10^5\ \mathrm{eV^2\,nm^2}.$$

The stopping cross section equals $2.48\times10^{-13}\ \mathrm{eV\,cm^2}$, and the nuclear stopping is $NM_1=1238$ eV/nm. Full orbits in the ZBL potential give 1219 eV/nm, so the power law is 1.5% higher. Agreement this close should not be expected at every energy: for $s=2$, $A\propto1/E$ and $T_m\propto E$, so the power-law $M_1$ does not vary with $E$, whereas the ZBL stopping does. The power-law $M_2$ is about 5% below the ZBL value of $3.45\times10^5\ \mathrm{eV^2\,nm^2}$. Full orbits in the inverse-square potential would raise it by 2%, which closes part of the gap. The rest is possible because a lower potential can still deflect more strongly: deflection depends on its slope.

Lowering the cutoff at fixed ion energy separates the moments:

| $T_c$ (eV) | Recoils/nm, power | Recoils/nm, ZBL | $M_1$ omitted (%) | $M_2$ omitted (%) |
|---:|---:|---:|---:|---:|
| 1000 | 0.165 | 0.167 | 15.9 | 0.40 |
| 10 | 1.93 | 1.03 | 1.59 | 0.00040 |
| 0.1 | 19.6 | 3.44 | 0.159 | $4.0\times10^{-7}$ |
| 0.001 | 197 | 8.72 | 0.016 | $4.0\times10^{-10}$ |

The omitted shares refer to the power law. Between the last two rows its collision count grows tenfold, while its stopping changes by 0.14%. The ZBL count grows much more slowly, as screening requires.

The important recoils lie at the other end. Setting the omitted share to one half gives $T/T_m=2^{-1/(n-m)}$: half of $M_1$ comes from recoils above $0.25T_m$, and half of $M_2$ from those above $0.63T_m$. In a 1 nm layer, $\nu=0.0312$, and the mean number of recoils above $T_m/4$ is $\nu(\sqrt4-1)=0.0312$. Half of the mean loss thus comes from events that occur about three times in a hundred layers.

This makes the mean a poor guide to a single passage. In the power law, the mean loss is 1238 eV, the standard deviation is $\sqrt{50(3.274\times10^5)}\approx4046$ eV, and the median is only 124 eV. Direct sampling of the same law in 200,000 layers, using recoils above 0.1 eV, gives a mean of 1243 eV and a standard deviation of 4058 eV. Its median is also 124 eV after the mean loss from the omitted recoils is added. The median depends much more on the potential than the mean does: sampling with full ZBL orbits gives a median nuclear loss of only about 42 eV, because screening removes many of the softer recoils. Finite variance does not imply a narrow or symmetric distribution.

## What the real implant adds

One omission is energy transfer to electrons: the Lindhard–Scharff estimate is 201 eV/nm, 16% of the power-law nuclear stopping, and it adds to the total. Constant ion energy is reasonable for the mean loss, 2.5% of $E$ per nm, but not after a rare hard recoil, which can take up to 79% of $E$. Thicker layers therefore require the energy to be updated after each collision. In crystalline silicon, channelling violates the assumption of random impact parameters; its effect is not estimated here. Amorphous silicon also departs from random positions, because its atoms keep apart. In a simple model with exactly one atom in an area $N^{-2/3}$ around the path for each step of length $N^{-1/3}$, the median ZBL loss over four steps (1.09 nm) is 65 to 66 eV, against about 54 eV for random positions.

The soft end matters little to stopping. Recoils below a rough displacement threshold of 15 eV supply 1.9% of $M_1$ in the power law and 0.46% with ZBL. The picture of separate binary collisions becomes doubtful beyond 0.153 nm, where $\pi p^2$ equals one atom's share of area, $N^{-2/3}$. The region outside supplies 0.85% of the power-law stopping, but only 0.006% with ZBL. Thermal motion at 300 K has an energy scale of 0.026 eV, below which the power-law share is 0.08%.

For an isolated pair of atoms with the ZBL repulsion, the eikonal cross section is finite, about $0.51\ \mathrm{nm^2}$. The phase falls to 1 rad at $p=0.261$ nm, where the classical recoil is $3.1\times10^{-4}$ eV. All larger impact parameters together supply about $5.5\times10^{-5}$% of the ZBL stopping. These numbers illustrate screening and are not predictions for the real pair: near 0.26 nm, neutral silicon and arsenic atoms can bond, with an attraction of a few electronvolts, whereas ZBL gives a repulsion of about 0.8 eV. The radius of 0.261 nm also exceeds 0.153 nm, the radius of one atom's share of area, so $0.51\ \mathrm{nm^2}$ should not be read as a collision count in the solid. The classical divergence lies in a region where the isolated-atom model has failed, yet where almost no stopping remains to be gained or lost. Most of the values quoted here are in the numerical output below.

## Calculated quantities

```
Ion energy 50 keV; masses 74.92, 28.09 u; Z 33, 14
Atomic density 50 nm^-3; layer 1 nm
Centre-of-mass energy 13.635 keV; largest recoil 39.666 keV
Screening length 0.01151 nm; reduced energy 0.2359
Touching radius 0.01881 nm; K 3.4496 eV nm^2
Area constant A 6.2425e-04 nm^2
Power law: M1 24.762 eV nm^2 = 2.476e-13 eV cm^2
Power law: M2 3.2740e+05 eV^2 nm^2
Power-law nuclear stopping 1238.1 eV/nm
Full inverse-square / power law: M1 1.0125, M2 1.0212
ZBL orbits: M1 24.386 eV nm^2, M2 3.4490e+05 eV^2 nm^2
ZBL orbits: stopping 1219.3 eV/nm; fit 1221.4 eV/nm
Shell ratios (outer/inner, p doubled) for n = 0, 1, 2:
  s=1: 4.000e+00, 1.000e+00, 2.500e-01
  s=2: 4.000e+00, 2.503e-01, 1.568e-02
  s=3: 4.000e+00, 6.265e-02, 9.824e-04
  s=4: 4.000e+00, 1.567e-02, 6.153e-05
Cutoff eV | collisions per nm: power, ZBL | omitted M1 %, omitted M2 %
  1000 | 0.1654, 0.1665 | 15.8778, 4.003e-01
  10 | 1.9346, 1.0264 | 1.5878, 4.003e-04
  0.1 | 19.6269, 3.4366 | 0.1588, 4.003e-07
  0.001 | 196.5500, 8.7177 | 0.0159, 4.003e-10
Half of M1 comes from T above 0.250 Tm; half of M2 from above 0.630 Tm
Layer loss: mean 1238.1 eV, standard deviation 4046.0 eV, median 124.3 eV
Sampled loss: mean 1242.6 eV, standard deviation 4057.8 eV, median 124.2 eV
Mean layer loss / ion energy 2.48 %
Electronic stopping estimate 201.2 eV/nm (16.3 % of power-law nuclear)
Rough displacement threshold 15 eV: M1 share below it, power 1.945 %, ZBL 0.455 %
One-atom area radius 0.1531 nm; power-law recoil there 2.847 eV
M1 share outside it: power 0.847 %, ZBL 0.006 %
Thermal energy at 300 K 0.0259 eV; power-law M1 share below it 0.0807 %
ZBL eikonal total cross section 0.5123 nm^2
Phase is 1 rad at p 0.2614 nm; classical recoil there 3.139e-04 eV
ZBL M1 share outside that p 5.494e-05 %
```
